# A d Shell between Spin-Orbit Coupling and an Exchange Field: verification in Python

```python
"""
Result under test: for one d electron (l=2, s=1/2, hbar=1) with
    H = zeta l.s + B sigma_z,   zeta > 0, B > 0,
the levels with |m| <= 3/2 (m = m_l + m_s) are
    E = -zeta/4 +- R,   R = sqrt(B^2 + zeta m B + 25 zeta^2/16),
    <sigma_z> = +-(B + zeta m/2)/R,   <l_z> = m - <sigma_z>/2,
the levels m = +-5/2 are E = zeta +- B, and no levels cross.
zeta: spin-orbit parameter; B: exchange field as an energy (splitting 2B).
The reference side is the 10x10 matrix built from ladder operators.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar


def angular_momentum(j):
    """z component and raising operator, projections in falling order."""
    proj = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - proj[1:] * (proj[1:] + 1)), 1)
    return np.diag(proj), raising


lz1, lplus1 = angular_momentum(2)
sz1, splus1 = angular_momentum(0.5)
LZ = np.kron(lz1, np.eye(2))
SIGMA = 2 * np.kron(np.eye(5), sz1)
LS = np.kron(lz1, sz1) + 0.5 * (np.kron(lplus1, splus1.T)
                                + np.kron(lplus1.T, splus1))


def hamiltonian(zeta, B):
    return zeta * LS + B * SIGMA


def solve(zeta, B):
    """Sorted energies, m, <sigma_z>, <l_z> from numerical eigenvectors."""
    energy, vec = np.linalg.eigh(hamiltonian(zeta, B))
    spin = np.einsum('ik,ij,jk->k', vec, SIGMA, vec)
    orb = np.einsum('ik,ij,jk->k', vec, LZ, vec)
    return energy, orb + spin / 2, spin, orb


# claimed order from below: (m, branch), branch 0 = stretched state
ORDER = [(1.5, -1), (0.5, -1), (-0.5, -1), (-1.5, -1), (-2.5, 0),
         (-1.5, 1), (-0.5, 1), (0.5, 1), (1.5, 1), (2.5, 0)]
M = np.array([m for m, _ in ORDER])
BRANCH = np.array([b for _, b in ORDER])
MIXED = BRANCH != 0


def closed_form(zeta, B):
    energy, spin = [], []
    for m, branch in ORDER:
        if branch == 0:
            energy.append(zeta + np.sign(m) * B)
            spin.append(np.sign(m))
        else:
            R = np.sqrt(B**2 + zeta * m * B + 25 * zeta**2 / 16)
            energy.append(-zeta / 4 + branch * R)
            spin.append(branch * (B + zeta * m / 2) / R)
    return np.array(energy), np.array(spin)


# conservation of j_z
JZ = LZ + SIGMA / 2
H_test = hamiltonian(0.7, 0.3)
assert np.allclose(H_test @ JZ, JZ @ H_test, atol=1e-13)

# level order, energies, moments and monotonic spin over six decades
spins = []
for b in np.geomspace(1e-3, 1e3, 400):
    e, m, s, o = solve(1.0, b)
    e_formula, s_formula = closed_form(1.0, b)
    assert np.allclose(m, M, atol=1e-8)
    assert np.all(np.diff(e) > 0)
    assert np.allclose(e, e_formula, rtol=1e-11, atol=1e-11)
    assert np.allclose(s, s_formula, atol=1e-9)
    assert np.allclose(o, M - s_formula / 2, atol=1e-9)
    assert np.all(o * M > 0)
    spins.append(s)
change = np.diff(np.array(spins), axis=0)[:, MIXED]
assert np.all(change * BRANCH[MIXED] > 0)

# spin moment as field derivative of the energy; curvature formula
h, b0 = 1e-3, 0.6
e_m, e_0, e_p = (solve(1.0, b0 + k * h)[0] for k in (-1, 0, 1))
assert np.allclose((e_p - e_m) / (2 * h), solve(1.0, b0)[2], atol=1e-5)
R0 = np.sqrt(b0**2 + M * b0 + 25 / 16)
curvature = BRANCH * (25 / 4 - M**2) / (4 * R0**3)
assert np.allclose((e_p - 2 * e_0 + e_m) / h**2, curvature, atol=1e-5)

# jj limit
b = 1e-6
e, m, s, o = solve(1.0, b)
upper = np.arange(10) >= 4
e_j = np.where(upper, 1.0, -1.5)
s_j = np.where(upper, 1, -1) * 2 * M / 5
assert np.allclose((e - e_j) / b, s_j, atol=1e-5)
assert np.allclose(s, s_j, atol=1e-5)
assert np.allclose(o, np.where(upper, 4, 6) * M / 5, atol=1e-5)

# exchange limit: leading corrections, next order is of relative size 1/b
b = 1e3
e, m, s, o = solve(1.0, b)
sign = BRANCH[MIXED]
m_l = M[MIXED] - sign / 2
weight = (25 / 4 - M[MIXED]**2) / 8
shift = sign * (e[MIXED] - sign * (b + m_l / 2))
assert np.allclose(shift * b / weight, 1, atol=3e-3)
assert np.allclose((1 - abs(s[MIXED])) * b**2 / weight, 1, atol=3e-3)

# equal splittings at B = 5 zeta/4
s = solve(1.0, 1.25)[2]
assert np.allclose(abs(s[MIXED]), np.sqrt((2.5 + M[MIXED]) / 5), atol=1e-12)

# worked example: parameters in eV
zeta = 0.40
fields = [0.02, 0.10, 0.30, 0.50, 2.00, 8.00]

# spin reversal and smallest gap for negative m
reversal = []
for m_val, low, high in ((-0.5, 2, 6), (-1.5, 3, 5)):
    roots = [brentq(lambda B: solve(zeta, B)[2][k], 0.01 * zeta, 5 * zeta,
                    xtol=1e-13) for k in (low, high)]
    assert np.allclose(roots, zeta * abs(m_val) / 2, atol=1e-9)

    def gap(B):
        levels = solve(zeta, B)[0]
        return levels[high] - levels[low]

    best = minimize_scalar(gap, bounds=(0.001, 2.0), method='bounded',
                           options={'xatol': 1e-9})
    assert abs(best.x - roots[0]) < 1e-5
    assert abs(best.fun - zeta * np.sqrt(25 / 4 - m_val**2)) < 1e-9
    reversal.append((m_val, roots[0], best.fun))

# filling n levels: compare with Hund's rules
_, m_num, s_far, o_far = solve(1.0, 1e3)
for n in range(1, 11):
    S = min(n, 10 - n) / 2
    L = abs(sum([2, 1, 0, -1, -2][:n % 5]))
    J = abs(L - S) if n < 5 else L + S
    assert abs(abs(m_num[:n].sum()) - J) < 1e-8
    assert abs(s_far[:n].sum() + 2 * S) < 1e-5
    assert abs(o_far[:n].sum() - (L if n < 5 else -L)) < 1e-5

response_d4 = solve(1.0, 1e-4)[2][:4].sum() / 1e-4
assert abs(response_d4 + 64 / 25) < 1e-4
quench_d5 = o_far[:5].sum() * 1e6
assert abs(quench_d5 + 5 / 4) < 5e-3


def row(values, digits=4):
    return " ".join(f"{round(float(v), digits) + 0.0:8.{digits}f}"
                    for v in values)


data = [solve(zeta, B) for B in fields]
e_zero = np.linalg.eigvalsh(hamiltonian(zeta, 0.0))
print(f"zeta = {zeta:.2f} eV; B=0 levels j=3/2, 5/2: "
      f"{e_zero[0]:.3f}, {e_zero[-1]:.3f} eV")
print(f"B=0 splitting {e_zero[-1] - e_zero[0]:.3f} eV; "
      f"2B equals it at B = {(e_zero[-1] - e_zero[0]) / 2:.3f} eV")
pair = [8, 7]  # |m_l=-2, up>, |m_l=-1, down>
block = hamiltonian(zeta, 0.30)[np.ix_(pair, pair)]
print("m=-3/2 block, B=0.30 eV: upup, dndn, updn (eV):",
      row([block[0, 0], block[1, 1], block[0, 1]], 3))
print("its eigenvalues (eV):", row(np.linalg.eigvalsh(block), 3))
for m_val, B_rev, gap_min in reversal:
    print(f"m={m_val:+.1f}: spin reversal at B = {B_rev:.4f} eV, "
          f"smallest gap {gap_min:.4f} eV")
for title, column in (("Energy (eV)", 0), ("<sigma_z>", 2),
                      ("<l_z> (hbar)", 3)):
    print(f"{title}; columns B (eV):", row(fields, 2))
    for k in range(10):
        print(f"{k + 1:2d} m={M[k]:+.1f}", row([d[column][k] for d in data]))
print("n, M_J, then (sum sigma_z, sum l_z) at B = 0.02, 0.50, 8.00 eV")
for n in range(1, 10):
    sums = [data[i][c][:n].sum() for i in (0, 3, 5) for c in (2, 3)]
    print(f"{n} {M[:n].sum():+.1f}", row(sums, 3))
moment_d4 = [-(d[2][:4].sum() + d[3][:4].sum()) for d in data]
print("n=4 moment mu_z (mu_B), all B:", row(moment_d4, 3))
print(f"n=4 small B: sum sigma_z / (B/zeta) = {response_d4:.4f}")
print(f"n=5 large B: sum l_z * (B/zeta)^2 = {quench_d5:.4f}")
print("all assertions hold")
```

Output:

```
zeta = 0.40 eV; B=0 levels j=3/2, 5/2: -0.600, 0.400 eV
B=0 splitting 1.000 eV; 2B equals it at B = 0.500 eV
m=-3/2 block, B=0.30 eV: upup, dndn, updn (eV):   -0.100   -0.100    0.400
its eigenvalues (eV):   -0.500    0.300
m=-0.5: spin reversal at B = 0.1000 eV, smallest gap 0.9798 eV
m=-1.5: spin reversal at B = 0.3000 eV, smallest gap 0.8000 eV
Energy (eV); columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5  -0.6122  -0.6657  -0.8211  -0.9944  -2.4345  -8.4096
 2 m=+0.5  -0.6044  -0.6292  -0.7325  -0.8746  -2.2564  -8.2148
 3 m=-0.5  -0.5964  -0.5899  -0.6292  -0.7325  -2.0621  -8.0152
 4 m=-1.5  -0.5883  -0.5472  -0.5000  -0.5472  -1.8464  -7.8104
 5 m=-2.5   0.3800   0.3000   0.1000  -0.1000  -1.6000  -7.6000
 6 m=-1.5   0.3883   0.3472   0.3000   0.3472   1.6464   7.6104
 7 m=-0.5   0.3964   0.3899   0.4292   0.5325   1.8621   7.8152
 8 m=+0.5   0.4044   0.4292   0.5325   0.6746   2.0564   8.0148
 9 m=+1.5   0.4122   0.4657   0.6211   0.7944   2.2345   8.2096
10 m=+2.5   0.4200   0.5000   0.7000   0.9000   2.4000   8.4000
<sigma_z>; columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5  -0.6247  -0.7071  -0.8321  -0.8944  -0.9852  -0.9988
 2 m=+0.5  -0.2379  -0.3780  -0.6325  -0.7746  -0.9739  -0.9982
 3 m=-0.5   0.1612   0.0000  -0.3780  -0.6325  -0.9683  -0.9981
 4 m=-1.5   0.5735   0.4472   0.0000  -0.4472  -0.9734  -0.9987
 5 m=-2.5  -1.0000  -1.0000  -1.0000  -1.0000  -1.0000  -1.0000
 6 m=-1.5  -0.5735  -0.4472   0.0000   0.4472   0.9734   0.9987
 7 m=-0.5  -0.1612   0.0000   0.3780   0.6325   0.9683   0.9981
 8 m=+0.5   0.2379   0.3780   0.6325   0.7746   0.9739   0.9982
 9 m=+1.5   0.6247   0.7071   0.8321   0.8944   0.9852   0.9988
10 m=+2.5   1.0000   1.0000   1.0000   1.0000   1.0000   1.0000
<l_z> (hbar); columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5   1.8123   1.8536   1.9160   1.9472   1.9926   1.9994
 2 m=+0.5   0.6190   0.6890   0.8162   0.8873   0.9869   0.9991
 3 m=-0.5  -0.5806  -0.5000  -0.3110  -0.1838  -0.0158  -0.0010
 4 m=-1.5  -1.7867  -1.7236  -1.5000  -1.2764  -1.0133  -1.0007
 5 m=-2.5  -2.0000  -2.0000  -2.0000  -2.0000  -2.0000  -2.0000
 6 m=-1.5  -1.2133  -1.2764  -1.5000  -1.7236  -1.9867  -1.9993
 7 m=-0.5  -0.4194  -0.5000  -0.6890  -0.8162  -0.9842  -0.9990
 8 m=+0.5   0.3810   0.3110   0.1838   0.1127   0.0131   0.0009
 9 m=+1.5   1.1877   1.1464   1.0840   1.0528   1.0074   1.0006
10 m=+2.5   2.0000   2.0000   2.0000   2.0000   2.0000   2.0000
n, M_J, then (sum sigma_z, sum l_z) at B = 0.02, 0.50, 8.00 eV
1 +1.5   -0.625    1.812   -0.894    1.947   -0.999    1.999
2 +2.0   -0.863    2.431   -1.669    2.835   -1.997    2.999
3 +1.5   -0.701    1.851   -2.301    2.651   -2.995    2.998
4 +0.0   -0.128    0.064   -2.749    1.374   -3.994    1.997
5 -2.5   -1.128   -1.936   -3.749   -0.626   -4.994   -0.003
6 -4.0   -1.701   -3.149   -3.301   -2.349   -3.995   -2.002
7 -4.5   -1.863   -3.569   -2.669   -3.165   -2.997   -3.001
8 -4.0   -1.625   -3.188   -1.894   -3.053   -1.999   -3.001
9 -2.5   -1.000   -2.000   -1.000   -2.000   -1.000   -2.000
n=4 moment mu_z (mu_B), all B:    0.064    0.319    0.921    1.374    1.950    1.997
n=4 small B: sum sigma_z / (B/zeta) = -2.5600
n=5 large B: sum l_z * (B/zeta)^2 = -1.2500
all assertions hold
```
